NRQED contact coefficients from two-photon exchange between fermions of unequal mass, part 2

Two distinct Dirac fermions at rest (masses m_i, charges z_i, spins σ_i, Z = |z1z2|) exchange two photons. This fixes the NRQED contact potential

V(r) = −α (d_s + d_v σ1·σ2) δ³(r)/(m1 m2).   (3)

In atomic units c = 1/α; metric (+, −, −, −), M_i = m_i c (reduced mass M_r), ℓ = ln(m1/m2), L_i = ln(M_i²/μ²), v = (1, 0⃗), p = Mv. Feynman rules follow from L/c, with g² = 4πα. In D = 4 − 2ε, d = D − 1, loop integrals carry an unwritten μ̃^{2ε}, μ̃² = μ²e^γ/(4π) (MS-bar scale μ, Euler's γ). With the pole −Z²α²/ε removed from d_s,

d_s = Z²α² {M1²[ln(M2²/μ²) + 1/3] − M2²[ln(M1²/μ²) + 1/3]}/(M1² − M2²) = Z²α² [1/3 + ln(M1M2/μ²) − ℓ coth ℓ],   (4)

d_v = 2Z²α² m1m2 ln(m1/m2)/(m1² − m2²) = Z²α² ℓ/sinh ℓ,   (5)

The amplitude 𝓜 gives

d_s + d_v σ1·σ2 = M1M2 𝓜(box + crossed box, threshold, D dimensions).   (6)

i𝓜 = ½ (4πZα)² ∫ d^Dk/(2π)^D T1^{μν}(k) T2_{μν}(−k)/(k²)².   (8)

Each line has E^± = k² ± 2Mk0, Q = E⁺E⁻ and the transverse tensor

T^{μν}(k) = [4M t^{μν} + 2k² A^{μν}]/Q,   t^{μν} = k² v^μv^ν − k0(v^μk^ν + k^μv^ν) + k0² η^{μν}.   (11)

Its E⁺ term has numerator 2Mv^μv^ν + O^{μν} + A^{μν}; O^{μν} = v^μk^ν + k^μv^ν − η^{μν}k0 and the antisymmetric A are odd in k. With σ1·σ2 ≡ −½ γ^{ij}⊗γ^{ij},

A1:A2 = −2 σ1·σ2 (k0² − 2k⃗²/d).   (13)

With Euclidean K² = −k², k0² = −K²x², D_i = K² + 4M_i²x²,

d_s = 8(4πZα)² M1²M2² ∫ d^DK/(2π)^D [1 + (D − 2)x⁴]/(K⁴D1D2),   (15)

d_v = −4(4πZα)² M1M2 ∫ d^DK/(2π)^D [x² + 2(1 − x²)/d]/(K²D1D2).   (16)

Continued in D, with ∫₀^∞ dK K^{s−1}/(D1D2) = ρ(s) |x|^{s−4}, solid angle Ω_d and x integrals J_s, J_v,

d_s = 128π² Z²α² M1²M2² Ω_d ρ(D − 4) J_s/(2π)^D,   d_v = −64π² Z²α² M1M2 Ω_d ρ(D − 2) J_v/(2π)^D.   (18)

From section 6, Ω_{3−2ε} = 4π[1 + ε(2 − γ − 2ln 2 − ln π)] and (2π)^{−D} = [1 + 2ε ln 2π]/(16π⁴). Ψ is digamma, B Beta.

7. The two graphs separately

An implementation that generates graphs will meet the box and the crossed box one at a time, in Feynman gauge here. From (8), each graph enters once:

i𝓜_box = (4πZα)² ∫ d^Dk/(2π)^D n_box/[(k²)² E1⁺E2⁻],   i𝓜_cr = (4πZα)² ∫ d^Dk/(2π)^D n_cr/[(k²)² E1⁺E2⁺].

The contractions needed are vv:O = 2k0 − k0 = k0 and O:O = (2k² + 2k0²) − 4k0² + Dk0² = 2k² + (D − 2)k0². The box has (2M1vv + O):(2M2vv − O) and A1(k):A2(−k) = −A1:A2; the crossed box has (2M1vv + O):(2M2vv + O) and A1^{μν}A2_{νμ} = −A1:A2. With k⃗² = k0² − k² in (13),

n_box = 4M1M2 + 2(M2 − M1)k0 − 2k² − (D − 2)k0² + n_σ σ1·σ2,

n_cr = 4M1M2 + 2(M1 + M2)k0 + 2k² + (D − 2)k0² + n_σ σ1·σ2,

n_σ = (2 − 4/d)k0² + (4/d)k².

At threshold the three denominators of each graph are linearly dependent: M2E1⁺ + M1E2⁻ = (M1 + M2)k² and M1E2⁺ − M2E1⁺ = (M1 − M2)k². Dividing by the product of the two E's gives

1/(E1⁺E2⁻) = (M1/E1⁺ + M2/E2⁻)/[(M1 + M2)k²],   1/(E1⁺E2⁺) = (M1/E1⁺ − M2/E2⁺)/[(M1 − M2)k²].   (19)

These identities are applied on the rotated contour, where no denominator vanishes for k⃗ ≠ 0. On a term with a single 1/E^±, write k0 = ±(E^± − k²)/(2M). The part proportional to E^± cancels the only massive denominator and is scaleless, so k0 → ∓k²/(2M). One master integral remains, the same for both signs by k → −k. With X = −k², Y = −k² − 2p·k and 1/(X^aY) = a∫₀¹dz (1 − z)^{a−1}/[(1 − z)X + zY]^{a+1}, the combined denominator is −(k + zp)² + z²M². The formula ∫d^Dl (−l² + Δ)^{−n} = iπ^{D/2}Γ(n − D/2)Δ^{D/2−n}/Γ(n) leaves ∫dz (1 − z)^{a−1}z^{D−2a−2} = Γ(a)Γ(D − 2a − 1)/Γ(D − a − 1), and so

∫ d^Dk/[(k²)^a E^±] = iπ^{D/2} G_a,   G_a = (−1)^{a+1} Γ(a + 1 − D/2)Γ(D − 2a − 1) M^{D−2a−2}/Γ(D − a − 1).   (20)

The common factor is 16π²π^{D/2}μ̃^{2ε}/(2π)^D = (μ²e^γ)^ε. Using Γ(z + 1) = zΓ(z) to reduce the ratios,

G₁ = Γ(ε)M^{−2ε}/(1 − 2ε),   G₂ = −Γ(ε)M^{−2−2ε}/[2(1 + 2ε)],   G₃ = −Γ(1 + ε)M^{−4−2ε}/[2(1 + 2ε)(3 + 2ε)].

With P = 1/ε − ln(M²/μ²), which is (μ²e^γ)^εΓ(ε)M^{−2ε} up to O(ε), these become G₁ = P + 2, G₂ = (1 − P/2)/M² and G₃ = −1/(6M⁴).

On the line of mass M1, with r = M2/M1 and k0 → −k²/(2M1), the term (D − 2)k0² gives (2 − 2ε)G₁/(4M1²) = (P1 + 1)/(2M1²). The scalar numerators yield, in units of 1/M1²,

box: −2r/3 − (r − 1)(1 − P1/2) − 2(1 − P1/2) − (P1 + 1)/2 = r(P1/2 − 5/3) − 3/2,

crossed: −2r/3 − (1 + r)(1 − P1/2) + 2(1 − P1/2) + (P1 + 1)/2 = r(P1/2 − 5/3) + 3/2.

The line of mass M2 gives the same expressions with 1 ↔ 2; in the box the opposite sign of k0 on E2⁻ compensates the sign of M2 − M1. Let b1 = (M2²/M1)(P1/2 − 5/3) and b2 = (M1²/M2)(P2/2 − 5/3). Multiplying by M1M2 and the weights in (19),

d_s(box)/(Z²α²) = (b1 + b2)/(M1 + M2) − 3/2,   d_s(crossed)/(Z²α²) = (b1 − b2)/(M1 − M2) − 3/2.   (21)

In the sum b1 is multiplied by 1/(M1 + M2) + 1/(M1 − M2) = 2M1/(M1² − M2²) and b2 by −2M2/(M1² − M2²), which is where the difference of squares arises:

d_s/(Z²α²) = [M2²(P1 − 10/3) − M1²(P2 − 10/3)]/(M1² − M2²) − 3 = −1/ε + 1/3 + (M1²L2 − M2²L1)/(M1² − M2²).

The poles of the separate graphs are +(M1² − M1M2 + M2²)/(2M1M2 ε) and −(M1² + M1M2 + M2²)/(2M1M2 ε). For M1 ≫ M2 each graph is of order M1/M2, meaning that its amplitude scales as 1/M2² and survives for an infinitely heavy partner. These terms cancel in the sum.

For the spin numerator, 4/d = (4/3)(1 + 2ε/3) and 2 − 4/d = 2/3 − 8ε/9, so that on either line, in units of 1/M²,

(P + 2)/6 − 2/9 + (4/3)(1 − P/2) − 4/9 = 1 − P/2.

The terms −2/9 and −4/9 are products of O(ε) with the poles. The weights in (19) give

d_v(box)/(Z²α²) = −1/(2ε) + 1 + (M2L1 + M1L2)/[2(M1 + M2)],

d_v(crossed)/(Z²α²) = +1/(2ε) − 1 + (M2L1 − M1L2)/[2(M1 − M2)].   (22)

Poles and constants cancel, and the logarithms add to M1M2(L1 − L2)/(M1² − M2²), again (5). The constants ±1 depend on the d-dimensional definition of σ1·σ2; the sum does not.

8. The pole and the dropped powers, with a photon mass

A photon mass λ replaces 1/K⁴ in the photon propagators by 1/(K² + λ²)² and makes both integrals converge in four dimensions; transversality of T makes the longitudinal part of the massive propagator irrelevant. The angular integral is done first. From M1²D2 − M2²D1 = (M1² − M2²)K² and M²/D = 1/[4(x² + y)] with y = K²/(4M²),

F(K) ≡ ∫₋₁¹ dx w(x)/(D1D2) = [H(y1) − H(y2)]/[4(M1² − M2²)K²],   H(y) = ∫₋₁¹ dx w(x)/(x² + y),   (23)

where w is (1 − x²)^{(D−3)/2} times the numerator of (15) or (16). For small y write w = w0 + w2x² + x⁴w̃(x) and use ∫₋₁¹dx/(x² + y) = (2/√y) arctan(1/√y) = π/√y − 2 + 2y/3 − …, x²/(x² + y) = 1 − y/(x² + y) and x⁴/(x² + y) = x² − y + y²/(x² + y). This gives

H(y) = πw0/√y + const − πw2√y − yW + O(y^{3/2}),   W = −2w0/3 − 2w2 + ∫₋₁¹ w̃ dx.

W is the continuation of ∫w|x|^p dx to p = −4, since ∫₋₁¹|x|^p dx = 2/(p + 1) takes the values −2/3 and −2 at p = −4 and −2. The constant cancels in (23), and y2 − y1 = K²(M1² − M2²)/(4M1²M2²), so

F(K) = c₋₃K⁻³ + c₋₁K⁻¹ + c₀ + O(K),   c₋₃ = πw0/[2(M1 + M2)],   c₀ = W/(16M1²M2²).

For the scalar part let F₀ be the three displayed terms and take 3 < D < 4. Then

∫dK K^{D−1}F/(K² + λ²)² = ∫dK K^{D−1}(F − F₀)/(K² + λ²)² + ∫dK K^{D−1}F₀/(K² + λ²)²,

and each integral converges. In the first, λ → 0 is allowed because K^{D−5}(F − F₀) behaves as K^{D−4} at small K. Its limit is the continuation of ∫dK K^{D−5}F from the window 7 < D < 8. To see this, split at K = 1: continuing the part below 1 amounts to subtracting c_nK^n from F and adding c_n/(D − 4 + n), while for D < 4 − n with n ≤ 0 the subtraction above 1 contributes −c_n∫₁^∞K^{D−5+n}dK = c_n/(D − 4 + n), the same term. So the first integral is the hard result (18), up to O(λ). The second is elementary:

∫₀^∞ dK K^{D−1+n}/(K² + λ²)² = ½ λ^{D+n−4} Γ((D + n)/2) Γ(2 − (D + n)/2).

For n = −3 and −1 this is finite at D = 4 and gives the powers λ⁻³ and λ⁻¹. For n = 0 it has an ultraviolet pole.

The n = 0 term is the soft loop of NRQED. It corresponds to Q → −4M²k0² in (11), T → −t/(Mk0²), with components T^{ij} = δ^{ij}/M, T^{0i} = k^i/(Mk0) and T^{00} = k⃗²/(Mk0²). These are the two-photon vertex from A⃗²/(2M), the convection vertex next to a Coulomb vertex, and two Coulomb vertices with one insertion of k⃗²/(2M) between static propagators. Its value needs W = B(−3/2, 3/2 − ε) + (2 − 2ε)B(1/2, 3/2 − ε). The first term is (2π/3)(−ε), from 1/Γ(−ε) = −ε, and the second is π(1 − ε){1 − ε[Ψ(3/2) − Ψ(2)]} with Ψ(3/2) − Ψ(2) = 1 − 2ln 2, so W = π[1 + ε(2ln 2 − 8/3)]. The radial factor is ½Γ(2 − ε)Γ(ε)λ^{−2ε} = (1 − ε)λ^{−2ε}/(2ε), because the terms in γ cancel between Γ(2 − ε) = 1 − ε(1 − γ) and εΓ(ε) = 1 − γε. The prefactor is (32/π)(1/16)(π/2ε) = 1/ε, where 32/π = 128π²·4π/(16π⁴). With the expansions of Ω_d and (2π)^{−D} from section 6 the coefficients of ε sum to −8/3 − 1 + 2 + ln 4π − γ, and

soft = Z²α² [1/ε − 5/3 + ln(μ²/λ²)].   (24)

The pole and the scale μ cancel against those of d_s, and the four-dimensional amplitude is

M1M2𝓜_s/(Z²α²) = 4πM1M2M_r/λ³ + O(1/λ) + [M1² ln(M2²/λ²) − M2² ln(M1²/λ²)]/(M1² − M2²) − 4/3 + O(λ).   (25)

The leading coefficient comes from w0 = 1: (32M1²M2²/π)·π/[2(M1 + M2)]·π/(4λ³). It is the second Born term of the screened Coulomb potential V_C = 4πz1z2α/(k⃗² + λ²), namely ∫d³k/(2π)³ V_C²·2M_r/k⃗² = 2M_r(4πZα)²/(8πλ³) = 4πM_rZ²α²/λ³, where ∫₀^∞dk/(k² + λ²)² = π/(4λ³) was used. Such terms are generated by the Schrödinger equation and must not be put into the contact coefficient.

Two consequences matter in practice. The renormalized coefficient runs as d d_s/d ln μ = −2Z²α². The constant 1/3 has a meaning only together with low-energy loops evaluated in D dimensions with D-dimensional numerators and the same μ̃; a calculation with a photon mass in four dimensions finds −4/3 in its place, and a cutoff would give another number. In a bound state the low-energy side is cut off by the momentum transfer and the binding energy instead of λ. Its constant differs from (24), but its ultraviolet pole does not depend on the infrared regulator, so its total μ dependence is again +2Z²α² ln μ.

The spin part has the weight K^{D+1} instead of K^{D−1}, so only c₋₃ must be subtracted, and this can be done at D = 4. With w0 = 2/3 and ∫₀^∞dK K²/(K² + λ²)² = π/(4λ), the subtracted term is (−16M1M2/π)·(π/3)/(M1 + M2)·π/(4λ) = −(4π/3)M_r/λ. It is the iteration of the Coulomb potential with the spin-spin potential. For moments μ⃗_i = z_i g σ_i/(2M_i), the current ik⃗×μ⃗2 produces B⃗ = [μ⃗2k⃗² − k⃗(k⃗·μ⃗2)]/(k⃗² + λ²), and the directional average of −μ⃗1·B⃗ is

V_F = −(2/3)μ⃗1·μ⃗2 k⃗²/(k⃗² + λ²) = −4πz1z2α σ1·σ2 k⃗²/[6M1M2(k⃗² + λ²)].   (26)

The cross term ∫d³k/(2π)³ 2V_CV_F·2M_r/k⃗² equals −(2/3)(4πZα)²M_r σ1·σ2/(8πλ M1M2), and multiplied by M1M2 this is −(4π/3)Z²α²M_r/λ. The soft term c₀ now contributes at order λ²ln λ/M², so there is no ultraviolet pole and no low-energy partner at order λ⁰.

The remainder gives d_v without dimensional regularization. With x = cos θ, sin²θ = (1 + y) − (cos²θ + y) and ∫₀^πdθ/(cos²θ + y) = π/√(y(1 + y)), the moments h_n = ∫₋₁¹dx √(1 − x²) x^{2n}/(x² + y) are

h0 = π[√(1 + 1/y) − 1],   h1 = π/2 − y h0,   h2 = π/8 − y h1.   (27)

The spin weight is 2/3 + x²/3, so H = (2h0 + h1)/3. Let Ĥ = H − 2π/(3√y), which removes c₋₃K⁻³ from F. It tends to −2π/3 + π/6 = −π/2 as K → 0 and to 0 as K → ∞, and it depends on K/M only. Then

d_v/(Z²α²) = −{4M1M2/[π(M1² − M2²)]} ∫₀^∞ (dK/K)[Ĥ(K/M1) − Ĥ(K/M2)].

With limits K_a and K_b, rescaling each term leaves only the intervals from K_a/M1 to K_a/M2 and from K_b/M1 to K_b/M2, each of logarithmic length ln(M1/M2), so the integral is [Ĥ(0) − Ĥ(∞)] ln(M1/M2) = −(π/2) ln(M1/M2), and (5) follows a third time. Since Ĥ(K/M) falls off only as −4πM/(3K) at large K, for M1 ≫ M2 the bracket reaches half of −π/2 near K ≈ 4M2, approaches −π/2 for M2 ≪ K ≪ M1, and is back at half of −π/2 near K ≈ 4M1. To logarithmic accuracy d_v comes from M2 ≪ K ≪ M1, where the light fermion is relativistic and the heavy one is not. The interval is in effect shifted upward, however: for the muonium mass ratio about 1% of the integral comes from K < M2, 70% from M2 < K < M1 and 29% from K > M1.

For M1 = 3, M2 = 1 and μ = 1, M_r = 3/4, and (4), (5) give d_s = 1/3 − (ln 9)/8 = 0.058680261 and d_v = (6 ln 3)/8 = 0.82395922 in units of Z²α². The exact four-dimensional integrals with (23) and (27), where the scalar H is h0 + 2h2, were evaluated by the trapezoidal rule in ln K (step 1/8, from −100 to 45, in 200-digit arithmetic because (27) cancels strongly at large y) at the thirteen values λ = 0.04/2^j, j = 0 to 12. The thirteen coefficients of λ⁻³, λ⁻¹, λ, λ³, λ⁵, of 1, λ², λ⁴, λ⁶ and of these even powers times ln λ were then solved for. The scalar integral yields 28.274334 for λ⁻³, −2 for ln λ and −1.6079864 for λ⁰; equation (25) has 4πM1M2M_r = 28.274334, −2 and 0.058680261 − 1.6666667 = −1.6079864. The spin integral yields −3.1415927 for λ⁻¹ and 0.82395922 for λ⁰, to be set beside −(4π/3)M_r = −3.1415927 and d_v.

9. Limits, evaluation and range of validity

Both coefficients are even in ℓ, as the symmetry 1 ↔ 2 requires. For m1 → m2, ℓ/sinh ℓ = 1 − ℓ²/6 + … and ℓ coth ℓ = 1 + ℓ²/3 + …, so d_v → Z²α² and d_s → Z²α²[ln(M²/μ²) − 2/3]. The crossed box has no singularity at equal masses, since the numerators in (21) and (22) vanish with M1 − M2. In floating-point arithmetic the forms with M1² − M2² lose digits near this point, and the hyperbolic forms with these series for small ℓ avoid the loss. For a particle and its own antiparticle the equal-mass values are only the exchange part; annihilation adds further terms, beginning at order α with the one-photon channel. For identical fermions the two operators are no longer independent and exchange graphs enter.

For m1 ≫ m2, coth ℓ − 1 = 2m2²/(m1² − m2²) gives the exact rearrangement

d_s = Z²α²[1/3 + ln(M2²/μ²) − 2ℓ m2²/(m1² − m2²)],   (28)

so the light mass sets the scale of the logarithm, while d_v → 2Z²α²(m2/m1)ℓ. Both terms of (3) vanish as m1 → ∞: at this order they are pure recoil effects.

The result holds at one loop and at leading order in the external momenta; momentum corrections are of relative order p²/M² with the lighter M, so the momenta in the bound state must be small compared with it. The next order in α is of relative order α only for comparable masses. For m1 ≫ m2 a radiative photon on the light line gives amplitudes without the recoil suppression of (4) and (5), scaling as α³/M2² in the scalar part and α³/(M1M2) in the spin part; relative to (4) and (5) they are of order α m1/m2 and α m1/(m2ℓ), which for muonium are 1.5 and 0.28 and thus not small. The result also assumes point Dirac vertices over the whole range of K up to several times the heavier mass. For a composite partner such as a proton, form factors and excitations change the tensor T of its line at momenta within the logarithmic interval of section 8, and (5) does not apply. Anomalous moments enter (6) only at the next order in α for point leptons.

10. Worked example: muonium 1S

Particle 1 is the positive muon and particle 2 the electron, Z = 1, both with Dirac moments. The CODATA inputs are 1/α = 137.036, m1/m2 = 206.76828, m_e c² = 510998.95 eV, 1 hartree = 27.211386 eV and 1 bohr = 0.52917721 Å. They give m_μc² = 1.0565838×10⁸ eV, m_rc² = 508539.49 eV and ℓ = 5.3315988. In atomic units m2 = 1. With μ = m_e c one has L2 = 0 and L1 = 2ℓ.

From (28) and (5),

d_s = [1/3 − 2 × 5.3315988/(206.76828² − 1)] α² = 0.33308391 α² = 1.77372×10⁻⁵,

d_v = [2 × 206.76828 × 5.3315988/(206.76828² − 1)] α² = 0.051571966 α² = 2.74628×10⁻⁶.

The separate Feynman-gauge graphs follow from (21) and (22). In units of α², the scalar box has the pole 102.88656/ε and the finite part −344.45532, and the scalar crossed box has −103.88656/ε and 344.78841; the sums are −1/ε and 0.33309, so three leading digits cancel. The size of the finite parts is the term ∓(5/3)M1²/[M2(M1 ± M2)] of (21). The spin box has −0.5/ε and 1 + 5.3315988/(206.76828 + 1) = 1.0256613, and the spin crossed box has +0.5/ε and −1 + 5.3315988/(206.76828 − 1) = −0.97408931; the sum of the finite parts is d_v/α².

The strengths of the two delta functions in (3) are αd/(m1m2) hartree bohr³:

spin: 2.74628×10⁻⁶/(137.036 × 206.76828) × 27.211386 × 0.52917721³ = 3.9082×10⁻¹⁰ eV Å³,

scalar: 1.77372×10⁻⁵/(137.036 × 206.76828) × 27.211386 × 0.52917721³ = 2.5242×10⁻⁹ eV Å³.

At leading order they are evaluated on the nonrelativistic 1S function φ = e^{−r/a}/√(πa³), with a = 1/m_r bohr = 0.52917721 × 510998.95/508539.49 = 0.53173649 Å. Then |φ(0)|² = 1/(π × 0.53173649³) = 2.1171944 Å⁻³.

The reference is the Fermi splitting. Equation (26) with λ = 0 and z1z2 = −1, multiplied by c to pass from L/c to an energy, is V_F = (2π/3)α² σ1·σ2 δ³(r)/(m1m2). The eigenvalues of σ1·σ2 differ by 4 and |φ(0)|² = m_r³/π, so

E_F = (8/3)α² m_r³/(m1m2) = (8/3)(508539.49/510998.95)³ × 27.211386/(137.036² × 206.76828) = 1.8420×10⁻⁵ eV,

or 4454 MHz after division by Planck's constant. The d_v term shifts the triplet by −3.9082×10⁻¹⁰ × 2.1171944 = −8.274×10⁻¹⁰ eV and the singlet by −3 times this, +2.482×10⁻⁹ eV. The splitting changes by 4 × (−8.274×10⁻¹⁰) = −3.310×10⁻⁹ eV, which is −0.80 MHz. Relative to E_F this is −3.310×10⁻⁹/1.8420×10⁻⁵ = −1.797×10⁻⁴, in agreement with the ratio of the two formulas,

−[4αd_v m_r³/(π m1m2)]/E_F = −3d_v/(2πα) = −(3α/π) m1m2 ln(m1/m2)/(m1² − m2²).

This is the z1²z2² spin-spin term at order α³ hartree. The anomalous moments, each of which corrects E_F by a relative α/2π through the Fermi couplings (α/π together), are separate and larger, and are not included in E_F above.

The d_s term shifts the 1S level by −2.5242×10⁻⁹ × 2.1171944 = −5.344×10⁻⁹ eV, or −1.29 MHz, at μ = m_e c in the MS-bar scheme. This number is not observable. A change of μ by a factor e changes d_s by −2α², six times its value at μ = m_e c, and the shift acquires a meaning only when the low-energy recoil terms, computed in the same scheme and at the same μ, are added.
